# Why impurity scattering alone cannot damp uniform precession

**The argument under review.** The manuscript treats a metallic ferromagnet with nonmagnetic impurities and no spin-orbit coupling. It reasons as follows. Precession drives the electrons out of equilibrium with the rotating exchange field. Collisions restore that equilibrium in the momentum relaxation time $\tau$. Uniform precession is therefore damped, with Gilbert constant $\alpha=\gamma/\Delta$, where $\gamma=\hbar/\tau$ and $\Delta$ is the spin splitting. The second sentence of this reasoning cannot be right, and correcting it changes both the size of the damping and its dependence on wavevector.

**1. The uniform mode**

Let $\mathbf S$ be the total spin in units of $\hbar$, and write

$$H=H_0-\hbar\omega_0S_z .$$

$H_0$ contains the kinetic energy, any spin-independent potential and the Coulomb interaction. None of these singles out a spin direction, so $[H_0,\mathbf S]=0$. With $[S_z,S^+]=S^+$,

$$\frac{dS^+}{dt}=\frac{i}{\hbar}[H,S^+]=-i\omega_0S^+,\qquad S^+(t)=e^{-i\omega_0t}S^+(0).$$

This is an operator identity, so it holds in every state, for any strength of impurity or electron-electron scattering. It requires a uniform field and a single g-factor. Spin-orbit coupling, magnetic dipole interactions and magnetic impurities invalidate it, because they do not conserve the electrons' total spin.

The numerical check follows four interacting sites with unequal site energies. The charge on a site changes by up to about half an electron, while the transverse spin follows the Larmor law to rounding error. With spin-orbit hopping added, the transverse spin falls at one moment to 7% of its initial value. So small a system shows the loss of conservation, not irreversible damping.

**2. What a finite wavevector permits**

Take a chain of spacing $a$ and nearest-neighbour hopping $-t_0$, and define

$$S_q^-=\sum_je^{-iqaj}c^\dagger_{j\downarrow}c_{j\uparrow}.$$

Site energies and on-site repulsion commute with each term, since a local spin flip changes neither the charge nor the double occupancy of a site. For hopping, use

$$[c_A^\dagger c_B,c_C^\dagger c_D]=\delta_{BC}c_A^\dagger c_D-\delta_{AD}c_C^\dagger c_B .$$

A hop from $j$ to $l$ then gives

$$\Big[\sum_\sigma c^\dagger_{l\sigma}c_{j\sigma},S_q^-\Big]=(e^{-iqaj}-e^{-iqal})\,c^\dagger_{l\downarrow}c_{j\uparrow}.$$

The two directions of each bond have opposite phase differences. Adding them, together with $-\hbar\omega_0[S_z,S_q^-]=\hbar\omega_0S_q^-$, yields

$$[H,S_q^-]=\hbar\omega_0S_q^-+(1-e^{-iqa})\mathcal J_q,$$

$$\mathcal J_q=-t_0\sum_je^{-iqaj}\left(c^\dagger_{j+1\downarrow}c_{j\uparrow}-c^\dagger_{j\downarrow}c_{j+1\uparrow}\right).$$

Between eigenstates of energies $E_n$ and $E_m$, and away from $E_n-E_m=\hbar\omega_0$,

$$|\langle n|S_q^-|m\rangle|^2=\frac{4\sin^2(qa/2)\,|\langle n|\mathcal J_q|m\rangle|^2}{(E_n-E_m-\hbar\omega_0)^2}.$$

At fixed detuning this weight is of order $q^2$. On the test chain, the sum of these weights over all transitions off the Larmor line, with thermally weighted initial states, is multiplied by 3.998 when a small $q$ is doubled. That chain is much shorter than $1/q$. In a chain long compared with $1/q$ the full sum includes ever smaller detunings and no longer scales as $q^2$; only the weight beyond a fixed detuning does.

To connect this with damping, consider a spin tilted slightly from $\hat z$ that obeys the Gilbert equation $\dot{\mathbf m}=\omega_0\mathbf m\times\hat z-\alpha\,\mathbf m\times\dot{\mathbf m}$. Its transverse part $m^+=m_x+im_y$ satisfies

$$(1+i\alpha)\dot m^+=-i\omega_0m^+.$$

For $m^+\propto e^{-i\omega t}$ and small $\alpha$, $\omega\simeq\omega_0(1-i\alpha)$, so the amplitude decays at the rate $\alpha\omega_0$. A transverse drive gives a response proportional to $1/(\omega_0-\omega-i\alpha\omega)$. Far from resonance its imaginary part is $\alpha\omega/(\omega_0-\omega)^2$. Where this form describes the tail (in the model below, for $\hbar\omega\ll\Delta$), spectral weight of order $q^2$ means that $\alpha$ starts no earlier than $q^2$.

**3. The kinetic equation with spin conserved**

The coefficient needs a model. I use mean-field exchange with a uniform splitting $\Delta$, a constant density of states $g$ per spin and site, Fermi speed $v_F$, and weak isotropic impurities. Let $\eta$ be the cosine of the angle between velocity and $\mathbf q$, and let $x=\hbar v_Fq\eta$.

For $\rho_k=\langle c^\dagger_{k\uparrow}c_{k+q\downarrow}\rangle$ and a transverse exchange term $-h\sum_kc^\dagger_{k+q\downarrow}c_{k\uparrow}$, the equation of motion linear in the tilt is

$$i\hbar\dot\rho_k=(\Delta+x)\rho_k-h(f_{k\uparrow}-f_{k+q\downarrow}).$$

Now integrate over kinetic energy at fixed direction. The two occupations are steps displaced by $\Delta+x$, so their difference integrates to $g(\Delta+x)$. With $u(\eta)=g\int\rho\,d\xi$,

$$i\hbar\dot u=(\Delta+x)(u-gh).$$

The field $h$ follows from rotational invariance. The exchange part of the splitting, $\Delta-\hbar\omega_0$, is produced by the polarization per site $m=N_\uparrow/N-N_\downarrow/N=g\Delta$. The same coupling $I=(\Delta-\hbar\omega_0)/m$ gives $h=I\langle u\rangle$, where $\langle\cdot\rangle$ averages over directions. A spin-spin exchange kernel of finite range weakens this by $1-\lambda^2q^2$ at small $q$, where $\lambda^2=\langle r^2\rangle/6$ is fixed by the kernel's mean square radius. Hence $gh=\kappa\langle u\rangle$, with

$$\kappa=\left(1-\frac{\hbar\omega_0}{\Delta}\right)(1-\lambda^2q^2).$$

Impurities redistribute directions but cannot change $\langle u\rangle$. Their contribution is $-i\gamma(u-\langle u\rangle)$, whose average vanishes:

$$\hbar\omega u=(\Delta+x)(u-\kappa\langle u\rangle)-i\gamma(u-\langle u\rangle).$$

At $q=0$ the average of this equation is $\hbar\omega=\Delta(1-\kappa)=\hbar\omega_0$, with no trace of $\gamma$.

The manuscript in effect writes $-i\gamma(u-\kappa\langle u\rangle)$. This relaxes the electrons to equilibrium in the instantaneous exchange field, but its average, $-i\gamma(1-\kappa)\langle u\rangle$, removes spin that the impurities cannot absorb. It gives

$$\hbar\omega=(\Delta-i\gamma)(1-\kappa)=\hbar\omega_0(1-i\gamma/\Delta),$$

which is the claimed damping. The same form is legitimate for a real spin-relaxation energy $\gamma_s$, and then $\alpha_0=\gamma_s/\Delta$.

**4. The damping coefficient**

Set $u=\kappa\langle u\rangle+w$, so that $\langle w\rangle=(1-\kappa)\langle u\rangle$. With $A=\Delta-\hbar\omega-i\gamma$, the kinetic equation becomes

$$(A+x)w=[\hbar\omega\kappa-i\gamma(1-\kappa)]\langle u\rangle .$$

Divide by $A+x$, average, and write $\Lambda=\langle1/(A+x)\rangle$:

$$(1-\kappa)\left(\frac1\Lambda+i\gamma\right)=\kappa\hbar\omega .$$

For $\hbar v_Fq\ll|\Delta-i\gamma|$, expand $1/(A+x)$ to second order. Since $\langle x\rangle=0$ and $\langle x^2\rangle=(\hbar v_Fq)^2/3$,

$$\frac1\Lambda\simeq A-Y,\qquad Y=\frac{\langle x^2\rangle}{A}.$$

The term $i\gamma$ cancels the one in $A$, leaving $(1-\kappa)(\Delta-\hbar\omega-Y)=\kappa\hbar\omega$. Collecting the terms in $\hbar\omega$,

$$\hbar\omega=(1-\kappa)(\Delta-Y)=\Omega_q\left(1-\frac Y\Delta\right),$$

$$\Omega_q=\Delta(1-\kappa)=\hbar\omega_0+(\Delta-\hbar\omega_0)\lambda^2q^2 .$$

For $\hbar\omega\ll\Delta$, $Y\simeq\langle x^2\rangle(\Delta+i\gamma)/(\Delta^2+\gamma^2)$. The decay energy $\Gamma_q=-\mathrm{Im}\,\hbar\omega$ is therefore

$$\Gamma_q=\alpha_q\Omega_q,\qquad \alpha_q=\frac{(\hbar v_Fq)^2\,\gamma}{3\Delta(\Delta^2+\gamma^2)}.$$

It is $\alpha_q$ that starts at $q^2$. The linewidth does so as well when the field term dominates $\Omega_q$. Without a field, $\Omega_q\propto q^2$ and the linewidth starts at $q^4$. The computed eigenvalues give powers 2.02 and 4.01 in the two cases.

**5. What the scattering does**

The dependence on $\gamma$ can be understood from the orbitals $a,b$ of the disordered metal, which both spins share when the splitting is uniform. Repeating the equation of motion for $\langle c^\dagger_{a\uparrow}c_{b\downarrow}\rangle$ gives $\langle u\rangle=\chi_0h$ with

$$\chi_0=\frac1N\sum_{ab}\frac{|\langle b|e^{iqx}|a\rangle|^2(f_{a\uparrow}-f_{b\downarrow})}{\varepsilon_b-\varepsilon_a+\Delta-\hbar\omega-i0},$$

where $x$ in the exponent is position. At $q=0$ this equals $m/(\Delta-\hbar\omega)$, whose derivative with respect to $\hbar\omega$ is about $m/\Delta^2$. The mode condition fixes $\chi_0$ at a real value, so a small imaginary part $\chi_0''$ must be cancelled by the shift $-i\Gamma_q$ of $\hbar\omega$. Thus $\Gamma_q=\Delta^2\chi_0''/m$.

Three steps evaluate $\chi_0''$ at zero temperature:

- The pole contributes $\pi\delta(\varepsilon_b-\varepsilon_a+\Delta-\hbar\omega)$.
- For small $\omega$, the occupation difference becomes $\hbar\omega\,\delta(\varepsilon_a-\Delta/2-\mu)$, with $\mu$ the Fermi level.
- Taking matrix elements of $[H_{\rm orb},e^{iqx}]\simeq\hbar qv_x$ gives $(\varepsilon_b-\varepsilon_a)\langle b|e^{iqx}|a\rangle\simeq\hbar q\langle b|v_x|a\rangle$, with $\varepsilon_b-\varepsilon_a\simeq-\Delta$.

Together they give $\Gamma_q=\alpha_q\hbar\omega$ with

$$\alpha_q=\frac{\pi\hbar^2q^2}{Nm}\sum_{ab}|\langle b|v_x|a\rangle|^2\,\delta\!\left(\varepsilon_a-\mu-\tfrac\Delta2\right)\delta\!\left(\varepsilon_b-\mu+\tfrac\Delta2\right).$$

The velocity must connect orbitals whose energies differ by $\Delta$. In a clean one-band metal it is diagonal in momentum and cannot, so this mean-field $\alpha_q$ vanishes as $\gamma\to0$; electron-electron collisions, which the mean field omits, lie outside this statement. Impurities mix momenta and open the channel. Strong scattering closes it again by limiting the spin current. Setting $d\alpha_q/d\gamma=0$ gives $\Delta^2+\gamma^2=2\gamma^2$, a maximum at $\gamma=\Delta$. A single $g$ and $v_F$ require $\Delta$ and $\gamma$ to be small compared with the Fermi energy $E_F$. For a parabolic band with Born widths and $\gamma=0.1\Delta$, the sum is 0.996 of the kinetic formula at $\Delta/E_F=0.18$ and 0.88 at $\Delta/E_F=1$. It falls to zero as the minority Fermi surface closes, since both delta functions need states at the Fermi level.

The sum was evaluated with the eigenstates of a disordered cubic lattice, with $m=g\Delta$, the delta function in the energy difference broadened to a Gaussian and $\mu$ averaged over a window at the band centre. In the kinetic formula $v_F^2/3$ was replaced by the lattice average of $v_x^2$, and $\gamma$ by its Born value, $2\pi g$ times the variance of the site energies. The sum exceeds the formula by 4% and 3% at the two splittings tried. The sampling and finite-size errors were not estimated, and the test requires agreement only within 15%.

**6. Size of the effect**

Take round model values: $\Delta=0.5$ eV, $v_F=10^6$ m/s, $\gamma=0.05$ eV (so $\tau=13$ fs), $\hbar\omega_0=0.100$ meV, $\lambda=0.1$ nm and $q=0.1$ nm$^{-1}$. Then $\hbar v_Fq=0.0658$ eV, and

$$\alpha_q=\frac{(0.0658)^2\times0.05}{3\times0.5\times(0.25+0.0025)}=5.7\times10^{-4}.$$

The exchange stiffness is 5.0 meV nm², so

$$\Omega_q=0.100+5.0\times0.01=0.150\ \text{meV},\qquad \Gamma_q=\alpha_q\Omega_q=86\ \text{neV}.$$

The eigenvalue of the full kinetic equation gives 87 neV, an amplitude decay time of 7.6 ns. It lies 1.4% above the formula, comparable with the relative order of the neglected terms, $(\hbar v_Fq/\Delta)^2=1.7\%$. These are model numbers. $\Omega_q$ omits the band contribution to the stiffness, about 0.6 meV nm² for free electrons with this $\Delta$ and $v_F$. It also omits dipolar energies, $g\mu_B\mu_0M_s\approx0.25$ meV in iron, which in a real ferromagnet are comparable with $\Omega_q$.

The manuscript's expression would give $\alpha=0.05/0.5=0.1$ for the uniform mode, where this model has no damping. That is also 175 times the value of $\alpha_q$ at the chosen wavevector. A genuine spin-relaxation energy of 0.001 eV, fifty times smaller than $\gamma$, gives $\alpha_0=0.002$, which already exceeds $\alpha_q$ here.

**Requested revision.** The collision term should relax $u$ towards $\langle u\rangle$. If the authors wish to keep a finite damping at $q=0$, they must name the interaction that takes spin out of the electron system and calculate the damping from it; without such an interaction the momentum relaxation time gives none. Once spin-orbit coupling is present, $\tau$ does enter, and the damping need not have the form $\gamma_s/\Delta$: its intraband part grows in proportion to $\tau$.

## Table of computed values

```
EXACT CHAIN (hopping = 1, hbar = 1)
sites: 4; repulsion: 3.0; Larmor: 0.5
site energies: [0.9, -1.1, 0.4, -0.3]
initial transverse spin: 1.0000 hbar
largest error from Larmor law: 5.6e-14 hbar
largest site-charge change: 0.492 electrons
spin-orbit hopping in control: 0.4
control, minimum/initial spin: 0.073
continuity-equation error: 1.0e-14
off-Larmor weight, q=0: 3.4e-27
off-Larmor weight, q=0.02: 6.1526e-04
off-Larmor weight, q=0.04: 2.4597e-03
weight ratio on doubling q: 3.9978
DISORDERED CUBIC LATTICE (hopping = spacing = 1)
sites: 512; samples: 16; width: 2.0
states per site, spin and energy: 0.1428
mean squared velocity component: 2.309
Born momentum relaxation energy: 0.299
splitting 0.4: alpha/q^2 from states 7.218
  Drude form 6.921, ratio 1.043
splitting 1.0: alpha/q^2 from states 0.653
  Drude form 0.634, ratio 1.029
MODEL FERROMAGNET
spin splitting: 0.5 eV
Fermi speed: 1.0e+06 m/s
momentum relaxation energy: 0.05 eV
momentum relaxation time: 13.16 fs
field energy: 0.100 meV
exchange range: 0.1 nm
exchange stiffness: 4.999 meV nm^2
wavevector q: 0.1 1/nm
hbar v q: 0.06582 eV
alpha_q, formula: 5.7194e-04
bare mode energy: 0.14999 meV
mode energy, eigenvalue: 0.14913 meV
decay energy, formula: 85.78 neV
decay energy, eigenvalue: 87.02 neV
amplitude decay time: 7.56 ns
largest q=0 decay energy: 8.9e-18 eV
width power of q, field gap: 2.022
width power of q, no gap: 4.010
gamma 0.01 eV: alpha_q 1.155e-04
gamma 0.05 eV: alpha_q 5.719e-04
gamma 0.5 eV: alpha_q 2.888e-03
gamma 0.8 eV: alpha_q 2.596e-03
mistaken q=0 alpha: 0.1000
mistaken alpha / alpha_q: 174.8
true spin-relaxation energy: 0.001 eV
true spin-relaxation alpha: 0.0020
Gilbert test: alpha 0.01, rate 0.009999
```
